# Electric-field torque in an insulating ferromagnet from mixed Berry curvature

Suppose an electric field moves every electron of a filled band through momentum space while each electron stays in its instantaneous Bloch state. The zone sum of any observable is then unchanged, and the field seems to exert no torque on the magnetization of an insulator. This is wrong in general: the field mixes filled and empty states and turns the spins at each wave vector, and a torque remains unless symmetry makes these turnings cancel over the zone. The missing term is of first order in the field and needs no free carriers.

## Setting and conventions

The algebra uses atomic units, \(e=\hbar=1\), and the electron charge is \(-1\). Repeated Cartesian indices are summed. The unit vector \(\mathbf m\) is the direction of magnetization, and \(H(\mathbf k,\mathbf m)\) is the Bloch Hamiltonian acting on cell-periodic states \(u\). Indices \(n\) and \(c\) run over occupied and empty bands, \(P\) projects on the occupied bands, and \(Q=1-P\). The cell volume is \(V\), an area in two dimensions.

The assumptions are:

1. Electrons are independent, and a direct gap separates occupied from empty bands at every \(\mathbf k\). The chemical potential lies in a full gap.
2. The uniform field \(\mathbf E\) is switched on slowly. Tunnelling across the gap and thermal carriers are neglected.
3. \(\mathbf m\) is fixed, or moves slowly compared with the gap frequency. Ions and the exchange field do not readjust.

**Torque operator.** A moment \(M\mathbf m\) with energy \(H\) feels the field \(\mathbf B=-M^{-1}\partial H/\partial\mathbf m\), so its torque is

\[
\hat{\mathbf T}=M\mathbf m\times\mathbf B=-\mathbf m\times\frac{\partial H}{\partial\mathbf m}.
\]

The cross product removes the radial derivative, so it does not matter how \(H\) is continued off the sphere \(|\mathbf m|=1\). For exchange \(H_{\rm ex}=J\mathbf m\cdot\boldsymbol\sigma\), the electron spin changes at the rate \(i[H_{\rm ex},\boldsymbol\sigma/2]=J\mathbf m\times\boldsymbol\sigma\). The operator above is minus this rate: the magnetization receives the angular momentum that the electrons lose to the exchange field.

## Theorem

Define

\[
\Omega_{k_im_j}=-2\,\mathrm{Im}\sum_{n,c}
\frac{\langle n|\partial_{k_i}H|c\rangle\langle c|\partial_{m_j}H|n\rangle}{(\varepsilon_n-\varepsilon_c)^2},
\qquad
G_{ij}=V\!\int_{BZ}\!\frac{d^dk}{(2\pi)^d}\,\Omega_{k_im_j}.
\]

Under the assumptions, the torque per cell linear in \(\mathbf E\) is

\[
\boxed{T_a=E_i\,\epsilon_{abj}\,m_b\,G_{ij}.}
\]

The torque at \(\mathbf E=0\), which comes from magnetic anisotropy, is separate.

**Why this is a Berry curvature.** Differentiating \(H|n\rangle=\varepsilon_n|n\rangle\) and projecting on \(c\) gives \(\langle c|\partial n\rangle=\langle c|\partial H|n\rangle/(\varepsilon_n-\varepsilon_c)\). Hence \(\Omega_{k_im_j}=-2\,\mathrm{Im}\sum_{n,c}\langle\partial_{k_i}n|c\rangle\langle c|\partial_{m_j}n\rangle\). Including occupied intermediate states \(n'\) changes nothing. Exchanging \(n\) and \(n'\) turns each product into its complex conjugate, so the imaginary parts cancel in pairs. By completeness,

\[
\Omega_{k_im_j}=-2\,\mathrm{Im}\sum_n\langle\partial_{k_i}u_n|\partial_{m_j}u_n\rangle .
\]

## Lemma: the density matrix to first order

With a uniform vector potential the crystal stays periodic, and \(\mathbf k=\mathbf k_0+\mathbf A(t)\) for charge \(-1\). Since \(\mathbf E=-\dot{\mathbf A}\), one has \(\dot{\mathbf k}=-\mathbf E\). After slow switching, the density matrix depends on time through \(\mathbf k(t)\), and \(i\dot\rho=[H,\rho]\) becomes

\[
[H,\rho]=-iE_i\,\partial_{k_i}\rho,\qquad \rho^2=\rho .
\]

Write \(\rho=P+\rho_1+\dots\). The first-order part of \(\rho^2=\rho\) is \(P\rho_1+\rho_1P=\rho_1\). Its occupied block reads \(2P\rho_1P=P\rho_1P\), and its empty block reads \(0=Q\rho_1Q\), so both blocks vanish. For the mixed block,

\[
(\varepsilon_c-\varepsilon_n)\langle c|\rho_1|n\rangle=-iE_i\langle c|\partial_{k_i}P|n\rangle .
\]

Differentiating \([H,P]=0\) gives \(\langle c|\partial_{k_i}H|n\rangle+(\varepsilon_c-\varepsilon_n)\langle c|\partial_{k_i}P|n\rangle=0\). Inserting this, the two minus signs combine to

\[
\langle c|\rho_1|n\rangle=iE_i\frac{\langle c|\partial_{k_i}H|n\rangle}{(\varepsilon_n-\varepsilon_c)^2}.
\]

No denominator connects two occupied bands, so crossings among them do no harm.

## Proof of the theorem

The mixed blocks of \(\rho_1\) are Hermitian conjugates, so at each \(\mathbf k\)

\[
\mathrm{Tr}(\rho_1\partial_{m_j}H)
=2\,\mathrm{Re}\sum_{n,c}iE_i
\frac{\langle n|\partial_{m_j}H|c\rangle\langle c|\partial_{k_i}H|n\rangle}{(\varepsilon_n-\varepsilon_c)^2}.
\]

Now \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\), and complex conjugation of the product exchanges the two derivatives and reverses the imaginary part. Therefore

\[
\mathrm{Tr}(\rho_1\partial_{m_j}H)
=2E_i\,\mathrm{Im}\sum_{n,c}
\frac{\langle n|\partial_{k_i}H|c\rangle\langle c|\partial_{m_j}H|n\rangle}{(\varepsilon_n-\varepsilon_c)^2}
=-E_i\Omega_{k_im_j}.
\]

Averaging over the zone gives \(-E_iG_{ij}\) per cell. The minus sign in \(\hat{\mathbf T}\) cancels this one, which proves the theorem. ∎

## Polarization and work

**Proposition.** For tangential changes of \(\mathbf m\), \(G_{ij}=\partial p_i/\partial m_j\), where \(\mathbf p\) is the electronic Berry-phase dipole per cell. The torque does no net work on a loop of \(\mathbf m\) that can be shrunk to a point without closing the gap.

*Proof.* Let \(A_\lambda=i\sum_n\langle u_n|\partial_\lambda u_n\rangle\). Then \(\Omega_{k_im_j}=\partial_{k_i}A_{m_j}-\partial_{m_j}A_{k_i}\), and charge \(-1\) gives \(p_i=-V\int A_{k_i}\,d^dk/(2\pi)^d\). On each closed line along \(k_i\), choose a periodic gauge that is smooth for small changes of \(\mathbf m\). The term \(\partial_{k_i}A_{m_j}\) integrates to zero, which leaves \(\partial_{m_j}p_i=G_{ij}\). The dipole is defined up to a quantum, but its local derivative is not ambiguous.

Let \(g_j=E_iG_{ij}\), so that \(\mathbf T=\mathbf m\times\mathbf g\). A change \(d\mathbf m\) is a rotation by \(\mathbf m\times d\mathbf m\), and the work is

\[
(\mathbf m\times\mathbf g)\cdot(\mathbf m\times d\mathbf m)
=\mathbf g\cdot d\mathbf m=d(\mathbf p\cdot\mathbf E),
\]

because \(\mathbf m\cdot d\mathbf m=0\). The right side is locally the differential of a function, so its integral around a shrinkable loop is zero. ∎

When the gap stays open for all directions of \(\mathbf m\), the linear torque is thus an anisotropy induced by the field. It can shift an equilibrium direction, but a static field cannot use it to feed energy into steady precession.

**Symmetries.** Time reversal maps \((\mathbf k,\mathbf m)\) to \((-\mathbf k,-\mathbf m)\). The two derivatives give two signs that cancel, while complex conjugation reverses the imaginary part. Hence \(G(-\mathbf m)=-G(\mathbf m)\), and the torque is even in \(\mathbf m\). Inversion reverses \(\mathbf k\) but not \(\mathbf m\), so it forces \(G=0\).

Without spin-orbit coupling, a rotation of \(\mathbf m\) by a small \(\delta\boldsymbol\phi\) acts on the states as \(1-i\delta\boldsymbol\phi\cdot\mathbf S\), independent of \(\mathbf k\). The corresponding curvature is

\[
-2\,\mathrm{Im}\sum_n\langle\partial_{k_i}u_n|(-i\delta\boldsymbol\phi\cdot\mathbf S)|u_n\rangle
=\partial_{k_i}\sum_n\langle u_n|\delta\boldsymbol\phi\cdot\mathbf S|u_n\rangle .
\]

This integrates to zero over the zone, and the torque vanishes.

## A solvable limit: one massive Dirac face

Take \(H=v(k_y\sigma_x-k_x\sigma_y)+J\mathbf m\cdot\boldsymbol\sigma\) with \(v,J>0\), \(\mathbf m=\pm\hat z\) and the lower band filled. Write \(H=\mathbf d\cdot\boldsymbol\sigma\). In the lower state \(\langle\boldsymbol\sigma\rangle=-\mathbf d/d\), and \((\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma\). The level spacing is \(2d\), so the theorem's curvature becomes

\[
\Omega_{k_xm_x}=\frac{(\partial_{k_x}\mathbf d\times\partial_{m_x}\mathbf d)\cdot\mathbf d}{2d^3}.
\]

Here \(\partial_{k_x}\mathbf d=(0,-v,0)\) and \(\partial_{m_x}\mathbf d=(J,0,0)\). Their cross product is \((0,0,vJ)\), and \(d_z=\pm J\). Therefore

\[
\int\!\frac{d^2k}{(2\pi)^2}\Omega_{k_xm_x}
=\pm\frac{vJ^2}{4\pi}\int_0^\infty\!\frac{k\,dk}{(v^2k^2+J^2)^{3/2}}
=\pm\frac{J}{4\pi v},
\]

since the last integral equals \(1/(v^2J)\). This is the contribution of one isolated face. A complete film has two faces, and their coupling changes the result.

## A film with one magnetic face

Let \(\tau\) act on the top and bottom faces, and let \(\mathbf q=\mathbf ka\) on a square lattice. The model is

\[
\begin{aligned}
H={}&\frac va(\sin q_y\,\sigma_x-\sin q_x\,\sigma_y)\tau_z+M(\mathbf q)\tau_x
+\frac J2\mathbf m\cdot\boldsymbol\sigma(1+\tau_z),\\
M={}&h+b(2-\cos q_x-\cos q_y),
\end{aligned}
\]

with two of four bands filled. The chosen values are \(v=3\) eV Å, \(a=4\) Å, \(h=0.07\) eV, \(b=1\) eV and \(J=0.06\) eV.

**Gap condition.** Set aside the term \((J/2)\mathbf m\cdot\boldsymbol\sigma\). The rest has the form \(X\tau_z+M\tau_x\), where \(X\) acts on spin. Its square is \(X^2+M^2\), so its energies have magnitude at least \(h\). It anticommutes with \(\tau_y\), so two energies are positive and two negative. The omitted term has norm \(J/2\) and moves each level by at most that amount. The direct gap is therefore at least \(2h-J=0.080\) eV.

For \(\mathbf m=\hat y\) and \(q_y=0\), \(\sigma_y=s=\pm1\) is conserved, and

\[
\varepsilon=s\frac J2\pm\sqrt{\left(\frac J2-\frac va\sin q_x\right)^2+M^2}.
\]

The gap closes where the root equals \(J/2\). At \(q_x=0\) the root exceeds \(J/2\). If \(M<J/2\) at the point where \((v/a)\sin q_x=J/2\), the root is smaller there, so a closing lies in between. The theorem fails at that direction of \(\mathbf m\). In the example that point has \(q_x\approx0.04\) and \(M\approx0.0708\) eV, which gives a gap of \(2M-J\approx0.082\) eV. The true in-plane minimum lies slightly closer to the zone centre, at \(q_x\approx0.036\), and is 0.0814 eV.

**Torque.** The field is 0.005 MV/cm, or \(5\times10^{-5}\) V/Å, along \(x\). The magnetization is tilted by \(\theta=30^\circ\) from the normal towards \(x\). Then

\[
\frac{T_y}{eE}=m_zG_{xx}-m_xG_{xz}
=0.866(0.00612)-0.500(0.00295)\approx0.0038\ \text{Å},
\]

and \(T_y\approx1.9\times10^{-7}\) eV per cell, or \(1.9\times10^{-7}\) J/m². For a chosen moment of 3 Bohr magnetons per cell, a perpendicular magnetic field of 1.1 mT gives the same torque.

The coupling at \(\theta=0\) is 0.0065 Å, about a quarter of the isolated-face value \(a^2J/(4\pi v)=0.025\) Å. The two cases also scale differently. Since \(J\) enters with \(\mathbf m\), \(G\) is \(J\) times a function of \(J\mathbf m\), and time reversal makes that function odd. When \(h\) keeps the gap open at \(J=0\), the function is smooth there and starts linearly. Hence \(G\) starts as \(J^2\), whereas the isolated face, whose gap comes from \(J\) alone, gives \(G\propto J\).

**Angular dependence.** At second order in \(\mathbf m\), the mirror \(x\to-x\) and the twofold rotation about \(z\) leave \(p_x=\alpha m_xm_z\). This implies \(T_y/(eE)=\partial_\theta p_x=\alpha\cos2\theta\). The computed couplings at 0°, 30°, 60° and 90° are 0.0065, 0.0038, −0.0031 and −0.0079 Å. The sign change follows the simple law, but the in-plane magnitude is about 20% above the normal one, so higher powers of \(\mathbf m\) contribute.

**Comparison with anisotropy.** The electronic energy is higher in plane than along the normal by \(K=2.0\times10^{-4}\) eV per cell. The zero-field torque at 30° is \(-1.7\times10^{-4}\) eV, about 900 times the field torque and opposite to it. If the energy is taken as \(K\sin^2\theta\), the field tilts a normal magnetization by \(eE(0.0065\ \text{Å})/(2K)\approx8\times10^{-4}\) rad. Other sources of anisotropy are not included.

## Independent tests

A wider-gap film was used with \(v=2\) eV Å, \(a=4\) Å, \(h=0.8\) eV, \(b=0.3\) eV, exchange 0.5 eV on top and 0.1 eV below, face potentials ±0.1 eV and \(\mathbf m=(0.48,0.36,0.80)\). Finite differences of the Berry-phase dipole agree with \(G\) to \(3\times10^{-5}\) of its largest element. The Schrödinger equation was also integrated while \(eEa\) rose smoothly to 0.03 eV. The part of the final torque odd in the field differs from the theorem by 0.12% of the predicted torque.

## Where the linear result stops

The next order follows from the lemma's equations. The mixed block of \(\rho_2\) obeys \([H,\rho_2]=-iE_i\partial_{k_i}\rho_1\), and \(\rho^2=\rho\) gives \(P\rho_2P=-P\rho_1^2P\) and \(Q\rho_2Q=Q\rho_1^2Q\). In the example the quadratic torque is 1.0% of the linear one. It is even in \(\mathbf E\), so reversing the field separates the two.

For tunnelling, the smallest gap at 30° is 0.0905 eV, at \(q_y\approx-0.012\); the value 0.0923 eV in the numerical output is the gap at \(\mathbf k=0\), the smallest one on the mesh. A linear two-level crossing with half-gap \(\Delta\approx0.045\) eV gives the estimate \(\exp[-\pi\Delta^2/(veE)]\approx e^{-43}\) per passage. At ten times the field the exponent is about 4.3 and the probability 1 to 2%, while the quadratic term alone grows to about 10% of the linear one. In a static field the passage repeats every Bloch period, \(2\pi/(eEa)\approx2\) ps at that field, so carriers accumulate, although only from a narrow strip of transverse momentum around the smallest gap. Unless they recombine quickly, the insulating state is lost. The theory for an insulator therefore cannot be relied on for an equivalent field of 10 mT from a steady electric field, whereas at the example's 1.1 mT tunnelling is negligible. At 10 K the thermal factor \(\exp(-\text{gap}/2k_BT)\) is of order \(10^{-23}\), and a 10 GHz precession quantum is \(4.6\times10^{-4}\) of the gap.

**Relation to real films.** The velocity and face coupling are rough values for Bi₂Se₃-family films a few nanometres thick. The exchange of 0.06 eV is optimistic for a face that merely touches a magnetic insulator; by the small-\(J\) law, halving it would lower the torque roughly fourfold. The moment represents about one magnetic layer, and ten such layers turning together would reduce the equivalent field to 0.11 mT. Face potentials of ±0.02 eV lower the coupling at 30° by 5%, and halving \(b\) raises it by 25%, so the square-lattice model gives the order of magnitude and not a precise prediction. The assumption of an empty gap must be checked for each film, because defects can supply carriers. These add a Fermi-surface torque and Joule heating, which this calculation does not size. Self-consistent changes of the exchange field are also left out. The remaining computed values are in the numerical output.

## Numbers as computed

```
TESTS (wide-gap parameters)
largest |G_ij|: 0.00446 angstrom
Wilson-loop relative deviation: 3.4e-05
real-time linear torque, relative deviation: 1.2e-03
real-time quadratic torque, relative deviation: 6.1e-04
loop work / sum of absolute pieces: 2.9e-11
EXAMPLE INPUTS
velocity v: 3.0 eV angstrom; cell edge a: 4.0 angstrom
face coupling h: 0.070 eV; curvature b: 1.0 eV
top exchange J: 0.060 eV; bottom exchange: 0.0 eV
field along x: 0.005 MV/cm = 5.0e-05 V/angstrom
magnetic moment per cell: 3.0 Bohr magnetons
EXAMPLE RESULTS (m tilted from normal towards x)
tilt  0 deg: T_y/(eE) = +0.00652 angstrom, gap = 0.0923 eV
tilt 30 deg: T_y/(eE) = +0.00383 angstrom, gap = 0.0923 eV
tilt 60 deg: T_y/(eE) = -0.00314 angstrom, gap = 0.0856 eV
tilt 90 deg: T_y/(eE) = -0.00791 angstrom, gap = 0.0816 eV
lower bound of gap, 2h - J: 0.0800 eV
single Dirac face, a^2 J/(4 pi v): 0.02546 angstrom
G_xx at 30 deg: +0.00612 angstrom
G_xz at 30 deg: +0.00295 angstrom
torque T_y at 30 deg: +1.913e-07 eV per cell
same torque per area: +1.916e-07 J/m^2
equivalent magnetic field: 1.102 mT
electronic energy, in-plane minus normal: +1.970e-04 eV per cell
zero-field electronic torque T_y at 30 deg: -1.692e-04 eV per cell
NEGLECTED EFFECTS AT 30 deg
quadratic torque T_y: +1.962e-09 eV per cell
quadratic / linear torque: +1.03e-02
Zener exponent: 44.6; probability per crossing: 4.2e-20
thermal factor exp(-gap/2kT) at 10 K: 5.5e-24
precession quantum / gap at 10 GHz: 4.5e-04
T_y/(eE) with face potentials +-0.02 eV: +0.00362 angstrom
T_y/(eE) with b = 0.5 eV: +0.00477 angstrom
mesh change of T_y/(eE), 160 to 200 points: 2.5e-04
```
